# Why a Dynamic-Light-Scattering Size Is Not a Number Average

## What dimensions and symmetry already decide

Take a sphere of diameter $d$, much smaller than the wavelength $\lambda$, lit by a field of amplitude $E_0$. All its volume elements are driven in phase, so their scattered fields add and the total is proportional to the volume $V\propto d^3$. Energy conservation makes the field fall as $1/r$ with the distance $r$ to the detector. The ratio $E_s/E_0$ has no dimension, and $\lambda$ is the one length left to supply the missing inverse square:

$$\frac{E_s}{E_0}\propto\frac{d^3}{r\lambda^2},\qquad I\propto\frac{d^6}{r^2\lambda^4}.$$

The constant depends on the refractive indices. At fixed material and wavelength, a sphere ten times wider sends out $10^6$ times the light.

Dimensions also fix the time scale. Diffusion in a liquid of viscosity $\eta$ at temperature $T$ has $D\propto k_BT/(\eta d)$, and a fluctuation of wave number $q$ decays at a rate $\Gamma=Dq^2$. Light scattering thus measures a rate proportional to $1/d$, with each particle weighted by its light.

Symmetry adds a warning. Moving a lone particle within a uniformly lit volume changes the phase of its scattered field but not the intensity. While no particle enters or leaves, intensity fluctuations come from pairs of particles, so "one large aggregate" has two meanings: one per so many abrasives in a large population, or literally one in the illuminated volume. They give different signals.

## The counter-example

The claim to be refuted is that the size reported by dynamic light scattering is the number-average diameter. Consider a diluted silica polishing slurry in water with abrasives of $d_S=30$ nm and one compact aggregate of $d_L=300$ nm per $N=10\,000$ abrasives. The number mean is

$$\bar d=\frac{N d_S+d_L}{N+1}=30.03\ \text{nm}.$$

The aggregates hold $1000/(1000+10\,000)=9.1\,\%$ of the solid volume.

**The light from one sphere.** The 300 nm sphere is not small compared with the wavelength, so its elements no longer add in phase. Let the vacuum wavelength be 633 nm, the indices of water and silica 1.33 and 1.46, and the polarization perpendicular to the scattering plane, so that no extra polarization factor depends on the angle $\theta$. The phase difference between elements is set by

$$q=\frac{4\pi n}{\lambda}\sin\frac{\theta}{2},$$

with $n$ the index of water. At $90^\circ$, $q=0.01867$ nm$^{-1}$.

In weak contrast every element sees the undisturbed incident wave. Cut a sphere of radius $R=d/2$ into discs perpendicular to $\mathbf q$. The summed amplitude is

$$A=\int_{-R}^{R}\pi(R^2-z^2)\cos(qz)\,dz ,$$

since the sine part is odd and vanishes. In an integration by parts the boundary term vanishes, because $R^2-z^2=0$ at both ends:

$$A=\frac{2\pi}{q}\int_{-R}^{R}z\sin(qz)\,dz
=\frac{4\pi}{q}\left[\frac{\sin qR}{q^2}-\frac{R\cos qR}{q}\right].$$

Divide by $V=4\pi R^3/3$ and set $x=qR$:

$$F(x)=\frac{A}{V}=\frac{3(\sin x-x\cos x)}{x^3},\qquad I\propto d^6P(x),\quad P=F^2 .$$

For $x\to0$, $\sin x-x\cos x\to x^3/3$, so $P\to1$ and the sixth power returns.

At $90^\circ$ the abrasive has $x=0.280$ and $P_S=0.9844$; the aggregate has $x=2.800$ and $P_L=0.1650$. One aggregate therefore scatters as much as

$$N^*=\left(\frac{d_L}{d_S}\right)^6\frac{P_L}{P_S}=10^6\times\frac{0.1650}{0.9844}=1.676\times10^5$$

abrasives. Interference has removed five sixths of the naive million, but $N^*$ is still far above $N$. The shares of the mean intensity are

$$f_L=\frac{N^*}{N^*+N}=0.944,\qquad f_S=1-f_L=0.056 .$$

**The decay rates.** The Stokes-Einstein relation for a sphere is $D=k_BT/(3\pi\eta d)$. At 298.15 K and 0.89 mPa s it gives $D_S=16.36$ and $D_L=1.636\ \mu\text{m}^2/\text{s}$, hence $\Gamma_S=5702$ s$^{-1}$ and $\Gamma_L=570.2$ s$^{-1}$.

**The measured curve.** The instrument records the normalized intensity correlation $g_2(\tau)=\langle I(0)I(\tau)\rangle/\langle I\rangle^2$. With many particles of each kind in the scattering volume and an ideal detector, it obeys

$$g_2(\tau)-1=\left(f_Le^{-\Gamma_L\tau}+f_Se^{-\Gamma_S\tau}\right)^2 ,$$

which is proved below. Expanding the square gives three amplitudes: $f_L^2=0.891$ for aggregates with aggregates, $2f_Lf_S=0.106$ for the cross term, and $f_S^2=0.003$ for abrasives with abrasives. The particles that make up 99.99 % of the count own 0.3 % of the signal by themselves.

At $\tau=0.5$ ms the exponentials are $e^{-0.285}=0.752$ and $e^{-2.851}=0.058$, so

$$g_2-1=(0.944\times0.752+0.056\times0.058)^2=0.51 .$$

If each particle counted equally, the shares would be $1/10\,001$ and $10\,000/10\,001$, and the value would be 0.00335. At 1.0 ms the two predictions are 0.285 and $1.2\times10^{-5}$.

**The reported size.** Convert the initial decay rate of $\sqrt{g_2-1}$ into a diameter:

$$\Gamma_{\rm app}=-\frac12\frac{d}{d\tau}\ln(g_2-1)\Big|_{0}=f_L\Gamma_L+f_S\Gamma_S .$$

The factor ½ undoes the square, and the denominator is $f_L+f_S=1$. Since $\Gamma\propto1/d$,

$$\frac1{d_{\rm app}}=\frac{f_L}{d_L}+\frac{f_S}{d_S},\qquad d_{\rm app}=199\ \text{nm}.$$

The number mean is 30 nm. The claim is false, and the slurry contains no particle of the reported size.

## The general statement

For dilute, independent, compact spheres of one material, in weak contrast and single scattering, with many particles of each size in the scattering volume, the initial slope gives

$$d_{\rm app}=\frac{\sum_k n_k d_k^6P(qd_k/2)}{\sum_k n_k d_k^5P(qd_k/2)},$$

where $n_k$ is the number of particles of diameter $d_k$. One aggregate per $N$ abrasives supplies more than half of the light if and only if $N<N^*$, and $N^*$ depends on the angle.

### Proof, for any fixed set of particles

Let particle $j$ contribute a field $b_je^{i\phi_j(t)}$ with $\phi_j=\mathbf q\cdot\mathbf r_j$ and $I_j=b_j^2$. The initial phases are independent and uniform, because the volume is much wider than $1/q$. In a time $\tau$ the phase changes by $\delta_j=qs_j$, where $s_j$ is the displacement along $\mathbf q$, a Gaussian variable of variance $2D_j\tau$. Completing the square in the Gaussian integral gives

$$g_j(\tau)=\langle e^{iqs_j}\rangle=e^{-q^2(2D_j\tau)/2}=e^{-D_jq^2\tau}.$$

The product of the two intensities is

$$I(0)I(\tau)=\sum_{jklm}b_jb_kb_lb_m\,e^{i[\phi_j(0)-\phi_k(0)+\phi_l(\tau)-\phi_m(\tau)]} .$$

Averaging over the initial phases removes every term in which some $\phi(0)$ is left uncancelled. Two classes survive.

1. $j=k$ and $l=m$. All phases cancel, and the sum is $\sum_{jl}I_jI_l=(\sum_jI_j)^2$.
2. $j=m$ and $k=l$ with $j\ne k$; the case $j=k$ is already in the first class. The exponent is $i(\delta_k-\delta_j)$. Independent motion gives $g_kg_j$, and the sum is $\sum_{j\neq k}I_jI_kg_jg_k=(\sum_jI_jg_j)^2-\sum_jI_j^2g_j^2$.

The mean intensity is $\sum_jI_j$, because cross terms between different particles average to zero. Therefore

$$g_2(\tau)-1=\frac{\left(\sum_jI_jg_j\right)^2-\sum_jI_j^2g_j^2}{\left(\sum_jI_j\right)^2}. \tag{1}$$

The subtracted sum expresses the opening symmetry: a particle does not beat with itself.

With $M$ aggregates and $NM$ abrasives in the volume, the subtracted sum divided by the denominator is $f_L^2g_L^2/M+f_S^2g_S^2/(NM)$. It vanishes for large $M$, which leaves the squared form used above, known as the Siegert relation. Its initial slope is $\Gamma_{\rm app}=\sum_jI_j\Gamma_j/\sum_jI_j$. Inserting $I_j\propto d_j^6P$ and $\Gamma_j\propto1/d_j$ gives the stated $d_{\rm app}$. $\blacksquare$

In the example, 1 kg/m³ of silica and a scattering volume 100 μm on edge give $M\approx2900$, so the correction is $f_L^2/M\approx3\times10^{-4}$. If particles enter and leave, their number also fluctuates, and a long measurement averages over it. For Poisson statistics with mean $M$ the mean number of ordered pairs is $M^2$ rather than $M(M-1)$, so the subtracted sum disappears and the squared form is restored in full. The variance of the aggregate number, also $M$, enters the first class and adds a slow term $f_L^2/M$, here of the same small size.

### Above or below the number mean?

If all particles are small enough that $P=1$, then $d_{\rm app}=\langle d^6\rangle/\langle d^5\rangle$, with number averages. For two independent draws $d$ and $d'$,

$$\langle d^6\rangle-\langle d\rangle\langle d^5\rangle=\tfrac12\left\langle(d-d')(d^5-d'^5)\right\rangle\ge0,$$

because the two factors have the same sign. So $d_{\rm app}\ge\langle d\rangle$, with equality only for a single size.

Once $P$ matters, this inequality can fail. $P$ vanishes where $\tan x=x$, first at $x\approx4.49$. An aggregate at that point is invisible in the weak-contrast model, and $d_{\rm app}=d_S$ then lies slightly below the number mean. At $90^\circ$ and this wavelength the invisible diameter of the model is $2\times4.49/0.01867\approx480$ nm. The zero belongs to vanishing contrast. For the actual indices of silica and water Mie theory fills it in: the minimum moves to about 456 nm with $N^*\approx6\times10^3$, where $d_{\rm app}\approx47$ nm stays above the number mean, and a 480 nm aggregate still supplies most of the light.

## Literally one aggregate in the volume

Now let the volume hold one aggregate and 10,000 abrasives for the whole measurement. In equation (1) the term $f_L^2g_L^2$ cancels. Dropping the abrasive self-term, which is smaller than $f_S^2$ by $1/N$, leaves

$$g_2-1\simeq2f_Lf_Se^{-(\Gamma_L+\Gamma_S)\tau}+f_S^2e^{-2\Gamma_S\tau}.$$

The intercept is $2f_Lf_S+f_S^2=1-f_L^2=0.109$ instead of 1. The initial slope gives

$$\Gamma_{\rm app}=\frac{2f_Lf_S(\Gamma_L+\Gamma_S)+2f_S^2\Gamma_S}{2(2f_Lf_S+f_S^2)}
=\frac{f_L\Gamma_L+(f_L+f_S)\Gamma_S}{2f_L+f_S}=\frac{\Gamma_S+f_L\Gamma_L}{1+f_L},$$

where $f_S$ was cancelled and $f_L+f_S=1$ used. The result is 3210 s$^{-1}$, or 53 nm.

The lone aggregate still supplies 94 % of the light, but as a nearly steady reference wave against which the abrasives beat. Its self-term $f_L^2g_L^2$ is absent, so its slow decay enters only through the cross term, multiplied by the faster decay of the abrasives. For a fixed set of particles the 199 nm result therefore needs many aggregates in the volume, not merely a large intensity share. The fixed count is a real restriction. At 1 kg/m³ a volume with one aggregate is about 7 μm on edge, and the aggregate diffuses out in a few seconds. A longer measurement sees a Poisson count of mean one, for which $g_2-1$ is the squared form plus a slow term $f_L^2$: the intercept is 1.89, and the 199 nm returns once the slow term is subtracted.

## The result depends on the fit

An instrument fits a finite range of delays. An evenly weighted quadratic fit of $y(\tau)=\frac12\ln(g_2-1)$ from zero to 1.92 ms, where $g_2-1$ has fallen to 0.1, gives 270 nm, not 199 nm.

The sign of this shift can be derived. At delay $\tau$ the abrasives' share of the field correlation is $w=f_Se^{-\Gamma_S\tau}/(f_Le^{-\Gamma_L\tau}+f_Se^{-\Gamma_S\tau})$, and the third derivative of $y$ is minus the third cumulant of the rates with weights $w$ and $1-w$:

$$y'''=-w(1-w)(1-2w)(\Gamma_S-\Gamma_L)^3<0,$$

because $w$ starts at 0.056 and falls. The residual $y-p$ of a least-squares parabola $p$ is orthogonal to $1,\tau,\tau^2$, so it changes sign at least three times. Its derivative then has two zeros $\eta_1,\eta_2>0$. The straight line $p'$ interpolates $y'$ there, and the interpolation error at the origin is

$$y'(0)-p'(0)=\tfrac12y'''(\xi)\,\eta_1\eta_2<0$$

for some intermediate $\xi$. The true initial decay is steeper than the fitted one, so the fitted size is too large relative to the initial-slope size. A quoted size needs its fit range.

## Angle, structure and the real slurry

The table holds the composition fixed and changes the angle. The first two result columns are the model above. The others give $d_{\rm app}$ in nm when one assumption at a time is replaced.

| Angle | Aggregate light | Model | Mie | Porous | 15 % spread |
|---|---|---|---|---|---|
| 30° | 98.8 % | 270 | 273 | 181 | 300 |
| 90° | 94.4 % | 199 | 198 | 102 | 176 |
| 173° | 49.2 % | 54 | 41 | 43 | 58 |

In backscatter $N^*$ drops to 9695, just below $N$, and the aggregates no longer supply most of the light. A single size of sphere would give the same diameter at every angle, so a variation like this one rules out a single size within the model. The converse fails: when every particle has $P\approx1$, a mixture shows almost no angular variation either.

**Finite contrast.** The Mie column solves Maxwell's equations for the actual indices. It changes $N^*$ by $-2\,\%$ at $90^\circ$, but lowers it from 9695 to 4281 at $173^\circ$. The wave lags by up to $2\pi d_L(1.46-1.33)/\lambda\approx0.39$ rad in crossing the aggregate, so the assumption of an undisturbed incident wave is only approximate there.

**Porosity.** A real aggregate may be a cluster of abrasives rather than a solid ball. The porous column takes 389 touching abrasives on a cubic lattice within the same 300 nm, and assumes that the hydrodynamic diameter stays 300 nm. The fields of $m$ primaries add coherently. Since the average of $e^{i\mathbf q\cdot\mathbf r}$ over orientations is $\frac12\int_{-1}^{1}e^{iqru}du=\sin(qr)/(qr)$, the cluster scatters

$$m+2\sum_{j<k}\frac{\sin(qr_{jk})}{qr_{jk}}$$

times as much as one abrasive, which tends to $m^2$ for small $q$. The weight is thus mass squared, and $d^6$ holds only when mass grows as $d^3$. At $90^\circ$, $N^*$ falls to $3.6\times10^4$ and the aggregate light to 78 %. This is the largest correction at $30^\circ$ and $90^\circ$; dominance survives at both angles, but the 199 nm does not. The assumed 300 nm is generous: the 389 lattice cells fill the volume of a 272 nm sphere, and a hydrodynamic diameter of about 270 nm would lower the 181 and 102 nm to about 170 and 98 nm.

**Size spread.** The last column gives both populations a lognormal width of 15 % about the same medians. At $30^\circ$ the weighting then favours the larger aggregates enough to offset the pull of the abrasives.

**Concentration and charge.** The optical depth over 1 cm is 0.11, so about a tenth of the scattered light is scattered again. Nearly all of this depth comes from the aggregates, which send little light to $173^\circ$, so in backscatter the twice-scattered share of the signal can be a few times larger; a shorter path reduces it in proportion. At a hundred times this concentration the depth would be about 11, and the single-scattering theory would fail. The charged abrasives also repel one another. In 10 mM salt the Debye length is 3.0 nm. Treating each abrasive as a hard sphere with three Debye lengths added to its radius gives an effective volume fraction $\varphi=1.7\times10^{-3}$. Each sphere excludes the centres of others from eight times its own volume, which lowers the abrasives' light at small $q$ by $8\varphi\approx1.4\,\%$. The Debye length varies as the inverse square root of the salt level. At 0.1 mM it would be 30 nm, the same estimate at the same silica concentration would give $\varphi\approx0.15$, and independence would be lost. Bringing a concentrated slurry down to 1 kg/m³ with very pure water can therefore invalidate the analysis. Settling is negligible: an aggregate sinks 0.12 nm during $1/\Gamma_L$, against $1/q\approx54$ nm.

**A smaller aggregate content.** The indices, density and viscosity used here are rough values, and the aggregate content of 9 % by volume was chosen to make the effect large. With one solid 300 nm aggregate per million abrasives, about 0.1 % by volume, the $90^\circ$ model gives $f_L=1.676\times10^5/(1.676\times10^5+10^6)=0.14$ and $d_{\rm app}\approx34$ nm. A spread of the abrasives alone can do the same. For a lognormal distribution of width $\sigma$ about the median $d_S$, $\langle d^k\rangle=d_S^k e^{k^2\sigma^2/2}$, so with $P\approx1$ the apparent size is $\langle d^6\rangle/\langle d^5\rangle=d_Se^{5.5\sigma^2}$, which is also about 34 nm for $\sigma=0.15$. The initial slope at one angle cannot tell the two cases apart. Intensity weighting makes the method sensitive to aggregates, but the reported diameter does not count them. A count requires their size, their structure and the angle, and it inherits the error of $N^*$. The full set of computed values is in the numerical output that follows.

## Calculated quantities

```
Abrasive, aggregate diameter: 30, 300 nm
Abrasives per aggregate: 10000
Wavelength: 633 nm; T: 298.15 K
Viscosity: 0.89 mPa s
Index of water, silica: 1.33, 1.46
Number-mean diameter: 30.027 nm
Aggregate share of solid volume: 9.09 %
D abrasive, aggregate: 16.36, 1.636 um^2/s
q at 90 deg: 0.01867 1/nm
qR abrasive, aggregate at 90 deg: 0.280, 2.800
P abrasive, aggregate at 90 deg: 0.9844, 0.1650
Decay rate abrasive, aggregate: 5702, 570.2 1/s
30 deg: N* = 8.095e+05, aggregate light 98.8 %, d_app 270.3 nm
90 deg: N* = 1.676e+05, aggregate light 94.4 %, d_app 199.1 nm
173 deg: N* = 9695, aggregate light 49.2 %, d_app 53.9 nm
g2-1 parts at 90 deg, LL, LS, SS: 0.8906, 0.1063, 0.00317
g2-1 at 0.1 ms: true 0.8523, number-weighted 0.32
g2-1 at 0.5 ms: true 0.5082, number-weighted 0.00335
g2-1 at 1.0 ms: true 0.2849, number-weighted 1.15e-05
Cumulant fit, delays 0 to 1.92 ms: 269.9 nm
Exactly one aggregate, 90 deg: intercept 0.1094, d_app 53.3 nm
Neglected effects:
30 deg Mie: N* = 8.945e+05, light 98.9 %, d_app 272.9 nm
30 deg porous: N* = 1.271e+05, light 92.7 %, d_app 181.1 nm
30 deg, size spread 15 %: d_app 300.1 nm
90 deg Mie: N* = 1.645e+05, light 94.3 %, d_app 197.9 nm
90 deg porous: N* = 3.603e+04, light 78.3 %, d_app 101.5 nm
90 deg, size spread 15 %: d_app 176.4 nm
173 deg Mie: N* = 4281, light 30.0 %, d_app 41.1 nm
173 deg porous: N* = 5120, light 33.9 %, d_app 43.1 nm
173 deg, size spread 15 %: d_app 57.9 nm
Abrasives in the porous aggregate: 389
Silica concentration: 1.0 kg/m^3
Silica density: 2200 kg/m^3
Scattering volume edge: 100 um
Aggregates in scattering volume: 2923
Finite-number term f_L^2/M: 3.05e-04
Optical depth over 1 cm: 0.1142
Salt: 10 mM; Debye length: 3.04 nm
Effective volume fraction (radius + 3 Debye): 1.72e-03
Hard-sphere drop of abrasive light, 8 phi: 1.37 %
Settling in one aggregate decay time: 0.116 nm
```
